# Why SP2 needs logarithmically many matrix products and serial Chebyshev does not

## Definitions and what is counted

Let \(H\) be a real symmetric matrix in an orthonormal basis, with lowest and highest eigenvalues \(E_{\min}\) and \(E_{\max}\) and spectral width \(W=E_{\max}-E_{\min}\). A gap \(\Delta\) separates the occupied levels from the empty ones above them. The relative gap is \(g=\Delta/W\), with \(g\le 1/2\) here. The density matrix \(P\) is the projector on the occupied levels. We approximate it by a polynomial in

\[
X_0=\frac{E_{\max}I-H}{W}.
\]

The eigenvalues \(x\) of \(X_0\) lie in \([0,1]\), and their order is reversed relative to the energies. Occupied levels lie in \([h,1]\), empty ones in \([0,l]\), and \(h-l=g\).

A polynomial \(p(X_0)\) has the same eigenvectors as \(P\), so the spectral norm of its error is the largest deviation of \(p(x)\) from 1 on occupied levels and from 0 on empty ones. We require this absolute error in the occupations to be at most \(\varepsilon\), with \(\varepsilon\le 1/5\), wherever the levels lie inside the two bands.

The cost is the number of matrix–matrix products. Additions, traces and multiplications by numbers are not counted, and all products are taken as equally expensive. That holds for dense matrices; for sparse ones the fill-in of intermediate matrices also matters and is left out.

The SP2 recursion applies one of two maps at each step,

\[
x\to x^2\qquad\text{or}\qquad x\to 2x-x^2 ,
\]

and each costs one product, \(X^2\). Serial Chebyshev expansion instead builds its polynomials one degree at a time.

## First contribution: what the degree permits

If the matrices available after \(n-1\) products are polynomials of degree at most \(2^{n-1}\), one more product gives degree at most \(2^n\). By induction, \(n\) products never exceed degree \(2^n\). SP2 attains it: either map turns a leading coefficient \(c\) into \(c^2\) or \(-c^2\), which is not zero.

A method that needs degree \(K\) therefore needs at least \(\log_2K\) products. This does not show that \(\log_2K\) products suffice. Squaring at every step gives \(x^{2^n}\), which has the full degree but sends every eigenvalue below 1 to zero, occupied or not. High degree permits a logarithmic cost; something else must deliver it.

## Second contribution: the degree a gap demands

Take a gap in the centre of the spectrum and set \(y=2x-1\). Occupied levels then have \(y\ge g\) and empty ones \(y\le-g\). Let \(p\) have degree \(K\) and stay within \([-\varepsilon,1+\varepsilon]\) on all of \([-1,1]\), including the gap. It rises by at least \(1-2\varepsilon\) over a distance \(2g\), so at some \(\xi\) in the gap

\[
p'(\xi)\ge\frac{1-2\varepsilon}{2g}.
\]

A polynomial of limited degree cannot be arbitrarily steep. With \(y=\cos\theta\), the function \(q(\theta)=p(\cos\theta)-\tfrac12\) is a trigonometric polynomial of degree at most \(K\), with \(|q|\le M=\tfrac12+\varepsilon\). Bernstein's inequality states that \(|q'|\le KM\).

To prove it, suppose \(|q'(\theta_0)|>KM\). Changing the sign of \(q\) if necessary, take \(q'(\theta_0)>0\), and choose \(M'>M\) such that still \(q'(\theta_0)>KM'\). Since \(|q(\theta_0)|<M'\), the sine \(S(\theta)=M'\sin K(\theta-\alpha)\) can be shifted to meet \(q\) at \(\theta_0\) on a rising branch. Consider \(D=S-q\).

- At the \(2K\) extrema of \(S\) in one period, \(D\) has the sign of \(S\), because \(|q|<M'\). Each branch between neighbouring extrema therefore contains a zero of \(D\).
- On the branch through \(\theta_0\), \(D\) goes from negative to positive. But \(D(\theta_0)=0\) and \(D'(\theta_0)\le KM'-q'(\theta_0)<0\), so \(D\) is positive just before \(\theta_0\) and negative just after. This branch has at least three zeros.

That makes at least \(2K+2\) zeros in a period. But \(e^{iK\theta}D\) is a polynomial of degree at most \(2K\) in \(e^{i\theta}\), not identically zero, and has at most \(2K\) zeros. The contradiction proves the inequality.

Now \(|q'|=|p'(\xi)|\sin\theta\), with \(\sin\theta=\sqrt{1-\xi^2}\ge\sqrt{1-g^2}\). Hence

\[
\frac{1-2\varepsilon}{2g}\sqrt{1-g^2}\le K\Big(\frac12+\varepsilon\Big)
\quad\Longrightarrow\quad
K\ge\frac{(1-2\varepsilon)\sqrt{1-g^2}}{(1+2\varepsilon)\,g}.
\]

The required degree grows at least as \(1/g=W/\Delta\). The square root shows where this weakens: near an end of the spectrum \(\sqrt{1-\xi^2}\) is small and steepness is cheaper.

For moderate gaps the smallest degree was also found by linear programming, with the constraints imposed on a finite grid. At \(\varepsilon=0.01\) it is 31, 61 and 123 for \(g=0.1\), 0.05 and 0.025. Halving the gap roughly doubles the degree, at about three times the bound.

## Third contribution: the gap grows by factors

Both SP2 maps are increasing on \([0,1]\), so the images of the two edges, still called \(l\) and \(h\), bound all other levels. Let \(d=h-l\) and \(s=h+l\). The new gap is

\[
h^2-l^2=s\,d
\qquad\text{or}\qquad
(2h-h^2)-(2l-l^2)=(2-s)\,d .
\]

Square if \(s\ge1\), and use the other map if \(s<1\). The gap is then multiplied by \(\max(s,2-s)\), which lies between 1 and 2. It never shrinks and at most doubles. At the end \(d\ge1-2\varepsilon\), so SP2 with this edge rule needs

\[
n\ge\log_2\frac{1-2\varepsilon}{g}.
\]

For an upper bound, one step is not enough, because \(s=1\) gives no growth. Two steps always give some. Start with \(s\ge1\). After squaring, the new sum is

\[
s'=h^2+l^2=\frac{s^2+d^2}{2},
\]

since \((h+l)^2+(h-l)^2=2(h^2+l^2)\). The growth over two steps is \(G=s\max(s',2-s')\).

*If \(s'\ge1\)*, then \(s^2\ge2-d^2\) and \(G=ss'\ge s\ge\sqrt{2-d^2}\).

*If \(s'\le1\)*, then \(1\le s\le\sqrt{2-d^2}\) and

\[
G=s\Big(2-\frac{s^2+d^2}{2}\Big),\qquad \frac{d^2G}{ds^2}=-3s<0,
\]

where \(d\) is held fixed in the derivative. A concave function is smallest at an end of its interval. The end values are \((3-d^2)/2\) at \(s=1\) and \(\sqrt{2-d^2}\) at the upper end, where \(s'=1\). The second is the smaller, because

\[
\frac{(3-d^2)^2}{4}-(2-d^2)=\frac{(1-d^2)^2}{4}\ge0 .
\]

The case \(s<1\) follows by reflection. Since \(1-(2x-x^2)=(1-x)^2\), replacing \(x\) by \(1-x\) exchanges the two maps, leaves \(d\) unchanged and turns \(s\) into \(2-s\). In all cases

\[
G\ge\sqrt{2-d^2}.
\]

For small gaps this is close to \(\sqrt2\), so about four products suffice for each doubling of the gap. Random sampling of gaps below 0.01 gave a least two-step growth of 1.4142.

This is the reason for the logarithm. Each product acts on a gap that earlier products have already widened, so the gains multiply.

## Fourth contribution: the final accuracy

Once the gap is wide, let \(a=l\) and \(b=1-h\) be the errors at the two edges and \(e=\max(a,b)\). Take \(a\ge b\); the other case is its reflection. Then \(s=1+a-b\ge1\) and the rule squares:

\[
a_1=a^2,\qquad b_1=1-(1-b)^2=2b-b^2\le2b .
\]

The larger error is squared, while the smaller at most doubles. For the next step there are two possibilities.

- If \(b_1>a_1\), the other map acts: \(a_2=2a_1-a_1^2\le2a^2\) and \(b_2=b_1^2\le4b^2\).
- If \(b_1\le a_1\), the rule squares again: \(a_2=a^4\le a^2\) and \(b_2\le2b_1\le2a^2\).

Either way the error after two steps is at most \(4e^2\), so \(4e\) is replaced by at most its square. If \(d\ge0.8\), then \(e\le a+b=1-d\le0.2\) and \(4e\le4/5\). After \(k\) pairs of steps \(4e\le(4/5)^{2^k}\), which is below \(4\varepsilon\) once \(2^k\ge\ln(1/4\varepsilon)/\ln(5/4)\).

The pieces can now be added. While \(d\le1/2\), each pair multiplies the gap by at least \(\sqrt{7/4}\). Between \(1/2\) and \(0.8\) the factor is at least \(\sqrt{1.36}\), and four pairs give \(1.36^2\approx1.85\), more than the required 1.6. Therefore

\[
n\le2\left\lceil\frac{\ln(1/2g)}{\ln\sqrt{7/4}}\right\rceil+8+
2\left\lceil\log_2\frac{\ln(1/4\varepsilon)}{\ln(5/4)}\right\rceil .
\]

The gap enters through a logarithm, the accuracy through the logarithm of a logarithm. The bound holds for any position of the gap.

The edge rule needs the two edge energies. The trace rule needs only the number of occupied levels: it picks the map whose result has its trace closer to that number. The proof above does not cover it; it is compared numerically below.

## Fifth contribution: the Chebyshev series

The sharp step has Chebyshev coefficients \(\frac2\pi\int_0^{\pi/2}\cos k\theta\,d\theta=\frac{2\sin(k\pi/2)}{\pi k}\). They fall off only as \(1/k\), so its series converges slowly on the bands. A smoothed step has coefficients that decay much faster. For a centred gap take

\[
f(y)=\tfrac12\big[1+\operatorname{erf}(\kappa y)\big],\qquad \operatorname{erfc}(\kappa g)=\varepsilon .
\]

On the bands \(f\) misses the step by at most \(\varepsilon/2\), leaving \(\varepsilon/2\) for truncation. The coefficients for \(k\ge1\) are

\[
c_k=\frac1\pi\int_{-\pi}^{\pi}f(\cos\theta)\,e^{ik\theta}\,d\theta .
\]

The integrand is periodic and has no singularities, so the path may be shifted to \(\theta+i\eta\) with \(\eta>0\). This gives a factor \(e^{-k\eta}\), while the imaginary part of \(\cos(\theta+i\eta)\) is at most \(\sinh\eta\) in size.

To bound \(f\) there, integrate the derivative of erf from \(u\) to \(u+iv\), with \(v>0\):

\[
|\operatorname{erf}(u+iv)|\le1+\frac{2}{\sqrt\pi}\int_0^v e^{t^2-u^2}dt
\le1+\frac{2}{\sqrt\pi}\,e^{v^2}\int_0^v e^{-v(v-t)}dt ,
\]

because \(v^2-t^2=(v-t)(v+t)\ge v(v-t)\). The last integral is \((1-e^{-v^2})/v\), which is at most both \(v\) and \(1/v\), hence at most 1. The same bound holds for negative \(v\) by complex conjugation. So \(|f|\le1+e^{v^2}/\sqrt\pi\le2e^{v^2}\) with \(|v|\le\kappa\sinh\eta\), and

\[
|c_k|\le4\exp\!\big(\kappa^2\sinh^2\eta-k\eta\big).
\]

For small \(\eta\), where \(\sinh\eta\approx\eta\), the best choice is \(\eta=k/(2\kappa^2)\), and the exponent becomes \(-k^2/(4\kappa^2)\). Setting this exponential equal to \(\varepsilon\) and ignoring prefactors gives \(K\approx2\kappa\sqrt{\ln(1/\varepsilon)}\). Moreover, for \(z\ge0\),

\[
\operatorname{erfc}(z)=\frac{2}{\sqrt\pi}\int_0^\infty e^{-(z+t)^2}dt\le e^{-z^2},
\]

so \(\kappa g\le\sqrt{\ln(1/\varepsilon)}\). Using this upper limit for \(\kappa\),

\[
K\approx\frac{2\ln(1/\varepsilon)}{g}.
\]

This is an estimate, not a bound. The serial recurrence, with \(Y=2X_0-I\),

\[
T_{k+1}(Y)=2Y\,T_k(Y)-T_{k-1}(Y),
\]

costs one product per degree after \(T_1\), in total \(K-1\). Each product raises the degree by one, so the attainable steepness grows by addition. By the second contribution, no better choice of coefficients removes the factor \(1/g\) for a centred gap, as long as the polynomial stays in range. A constant factor can be saved. For a centred gap \(f-\tfrac12\) is odd, so the even coefficients with \(k\ge2\) vanish, and the recurrence \(T_{k+2}=2T_2T_k-T_{k-2}\), started with \(T_{-1}=T_1\), reaches an odd degree \(K\) in \((K+1)/2\) products. The counts below do not use this symmetry.

## Sixth contribution: how much is due to "serial"

The same Chebyshev polynomial can be evaluated with fewer products. Choose a block size \(m\) and let \(J=\lfloor K/m\rfloor\). From \(2\cos A\cos B=\cos(A+B)+\cos(A-B)\),

\[
T_{jm+i}=2T_{jm}T_i-T_{jm-i},\qquad T_{jm}=T_j(T_m).
\]

Applied from the highest block downwards, this rewrites the series as \(p=\sum_{j=0}^{J}T_j(T_m)\,q_j\), with each \(q_j\) a combination of \(T_0,\dots,T_{m-1}\). The sum over \(j\) is done by Clenshaw's recursion,

\[
B_j=q_j+2T_mB_{j+1}-B_{j+2},\qquad p=q_0+T_mB_1-B_2 ,
\]

starting from \(B_{J+1}=B_{J+2}=0\). To check it, insert \(q_j=B_j-2T_mB_{j+1}+B_{j+2}\) into the sum. For \(r\ge2\), \(B_r\) is multiplied by \(T_r(T_m)-2T_mT_{r-1}(T_m)+T_{r-2}(T_m)=0\). What remains is \(B_0-T_mB_1\), which equals the stated \(p\).

Building \(T_2,\dots,T_m\) costs \(m-1\) products. The recursion costs \(J\): none for \(B_J\), \(J-1\) for the others down to \(B_1\), and one for \(p\). The total \(m-1+\lfloor K/m\rfloor\) is smallest near \(m=\sqrt K\), where it is about \(2\sqrt K\). The cost then grows as \(\sqrt{W/\Delta}\), at the price of storing about \(\sqrt K\) matrices.

## The contributions weighed at a relative gap of 0.01

The example is a model matrix with 100 levels, 40 of them occupied, \(W=20\) eV and a centred gap of 0.2 eV, so \(g=0.2/20=0.01\). The target is \(\varepsilon=10^{-6}\). The four runs in the table were compared with the projector from diagonalization. The trace-rule run was also stopped by that comparison, and its count depends on how the levels are distributed in the bands. The counts quoted later for other gaps, gap positions and error targets come from the recursion for the two edges (SP2) and from a grid of band energies (Chebyshev).

| Method | Products |
|---|---|
| SP2, edge rule | 30 |
| SP2, trace rule | 30 |
| Chebyshev, blocks | 90 |
| Chebyshev, serial | 2100 |

**Degree.** For polynomials that stay in range across the gap, as the SP2 polynomial does, the lower bound on \(K\) is 99.99, which demands at least \(\log_2 99.99=6.64\), hence 7, products. SP2 uses 30. Its degree is \(2^{30}\approx1.07\times10^9\), whereas the Chebyshev series manages with 2101. SP2 is wasteful in degree and economical in products.

**Gap growth.** Of the 30 products, 23 bring the gap from 0.01 to at least 0.8. The proven bound for the whole run is \(28+8+12=48\).

**Final accuracy.** The remaining 7 products complete the run. At step 29 the occupied edge is at 0.999973, an error of about \(2.7\times10^{-5}\). The last step squares it, to about \(7\times10^{-10}\). The same step doubles the error of the empty edge, which step 29 had squared from about \(2.0\times10^{-5}\) to about \(4\times10^{-10}\). This doubled error is slightly the larger of the two and sets the measured error, \(7.7\times10^{-10}\). This overshoot explains why tightening \(\varepsilon\) from \(10^{-6}\) to \(10^{-9}\) leaves the SP2 count at 30. The serial Chebyshev count rises from 2100 to 3418.

**Serial evaluation.** The estimate \(2\ln(10^6)/0.01=2763\) lies above the actual degree 2101, which costs \(2101-1=2100\) products. With blocks of 43 the count is \(43-1+48=90\). Of the factor \(2100/30=70\) between serial Chebyshev and SP2, a factor of about 23 thus comes from serial evaluation, and a factor of 3 remains against the block scheme.

The factor of 70 belongs to this gap, to the erf smoothing and to the plain recurrence. Using the odd symmetry, the same series needs 1051 products serially and 65 in blocks (one for \(T_2\), 63 for a polynomial of degree 1050 in \(T_2\), one for the final factor \(Y\)). The erf series is also not the polynomial of least degree: integrating \(p'(y)\propto T_{618}\big((1+g^2-2y^2)/(1-g^2)\big)\) gives a polynomial of degree 1237 that stays in range and meets the same target, with 1236 serial or 69 block products, ratios of about 41 and 2.3. These choices change the constants, not the growth with \(1/g\). For centred gaps \(g=0.1\), 0.01 and 0.001, SP2 takes 18, 30 and 40 products, serial Chebyshev 210, 2100 and 20998. Each tenfold reduction of the gap adds 10 to 12 products to the first and multiplies the second by ten.

The position of the gap matters as well. Over 401 positions at \(g=0.01\), SP2 needs between 18 and 30 products. The growth factor \(\max(s,2-s)\) is near 2 when the gap lies close to either end of the spectrum and smaller near the middle. Averaged over 401 positions (a much finer set shifts the result by 0.01), between \(g=10^{-2}\) and \(10^{-6}\), each doubling of \(W/\Delta\) costs 3.28 products, between the limits of 1 and about 4 derived above.

As \(\Delta\to0\) both counts diverge, but at very different rates: at \(g=10^{-6}\) SP2 needs at most 74 products over the 401 positions, while the second contribution demands a degree of about \(10^6\) or more for a centred gap. For any open gap both methods reach any target \(\varepsilon>0\) in a finite number of products; for an exactly closed gap neither can, since a polynomial takes a single value on a degenerate level. An overestimated spectral width acts like a smaller relative gap: a factor of two in \(W\), shared between both ends so that the gap stays centred, costs SP2 a few products and roughly doubles the serial Chebyshev count.

## Computed values

```
spectral width W = 20.0 eV, gap = 0.2 eV, g = 0.010
levels = 100, occupied = 40, error target eps = 1e-06
least two-step gap growth, sampled gaps below 0.01: 1.4142
SP2 run, edge rule: step, empty edge, occupied edge, gap
    0  0.495000  0.505000  0.010000
    4  0.455780  0.478848  0.023069
    8  0.430564  0.483761  0.053197
   12  0.496668  0.618697  0.122029
   16  0.339132  0.619580  0.280448
   20  0.191171  0.783868  0.592697
   24  0.028392  0.969667  0.941276
   28  0.000020  0.999986  0.999967
   29  0.000000  0.999973  0.999973
   30  0.000000  1.000000  1.000000
SP2 steps until gap >= 0.8: 23, further steps: 7
SP2 products, edge rule: 30, error 7.71e-10
SP2 products, trace rule: 30, error 7.69e-10
SP2 proven upper bound: 48 products
SP2 polynomial degree 2^n, edge rule: 1.074e+09
lower bound on any degree: 99.99
log2 of that bound: 6.64 products
Chebyshev steepness kappa = 345.9, degree K = 2101
estimate 2 ln(1/eps)/g = 2763
serial Chebyshev products: 2100, error 6.82e-07
block Chebyshev products: 90, block size 43, error 6.82e-07
ratio serial Chebyshev / SP2 edge rule: 70.0
ratio block Chebyshev / SP2 edge rule: 3.0
centred gap, eps = 1e-6: g, SP2 products, serial Chebyshev products
  0.100  18  210
  0.010  30  2100
  0.001  40  20998
g = 0.01: eps, SP2 products, serial Chebyshev products
  1e-03  28  832
  1e-06  30  2100
  1e-09  30  3418
401 gap positions, eps = 1e-6: g, least, mean, most SP2 products
  1e-02  18  27.96  30
  1e-04  25  49.64  52
  1e-06  32  71.55  74
mean SP2 products per doubling of W/gap: 3.28
eps = 0.01: g, lower bound, smallest degree, smoothed-step degree
  0.100  9.56  31  43
  0.050  19.19  61  87
  0.025  38.42  123  175
```
